\section*{Energy-Independent Boundary Conditions for the Two-Valley Dirac Equation, part 1}

(Sections cited here and not found follow in the second part.)

\section{Classification of the boundary conditions}

\subsection{What symmetry fixes in advance}

Massless Dirac electrons have a velocity but no intrinsic length. A boundary condition that contains neither the energy nor a derivative therefore relates the wave amplitudes at an edge point through pure numbers. With two valleys and two sublattices there are four amplitudes. Two of their combinations carry current towards the edge and two carry it away. An impenetrable edge turns the incoming pair into the outgoing pair through a $2\times2$ matrix $r$, and current conservation makes $r$ unitary. A unitary $2\times2$ matrix has four real parameters.

Time reversal $\mathcal T$ exchanges the incoming and outgoing waves. For spinless electrons it is antiunitary with $\mathcal T^2=+1$. Use the time-reversed incoming waves as the outgoing basis. If the incoming amplitudes are $b$, the outgoing ones are $rb$. After time reversal the incoming amplitudes are $r^*b^*$ and the outgoing ones are $b^*$. The same edge must relate them, so
\begin{equation}
 b^*=r\,r^*b^*\quad\text{for every }b,
 \qquad\text{hence}\qquad rr^*=1 .
\end{equation}
Together with $rr^\dagger=1$ this gives $r^*=r^\dagger$, or $r=r^T$. A symmetric unitary $2\times2$ matrix has three real parameters. The answer must therefore be a four-parameter family, of which time reversal leaves three parameters. What remains is to find its explicit matrices.

The setting is a straight, translation-invariant edge and noninteracting electrons without real spin or magnetic field. These assumptions hold throughout.

\subsection{The Hamiltonian and its basis}

Take a honeycomb lattice with lattice constant $a$, bond length $d=a/\sqrt3$ and nearest-neighbour matrix element $-t$, where $t>0$. The vectors from an $A$ site to its $B$ neighbours are
\begin{equation}
 \boldsymbol\delta_1=(0,d),\qquad
 \boldsymbol\delta_{2,3}=(\pm a/2,-d/2).
\end{equation}
For Bloch amplitudes whose phases are taken at the actual atomic positions, the $AB$ matrix element is $-tf$, with
\begin{equation}
 f(\mathbf k)=e^{ik_yd}+2\cos(k_xa/2)e^{-ik_yd/2}.
\end{equation}
It vanishes at $\pm\mathbf K=(\pm K,0)$, $K=4\pi/(3a)$, because $\cos(2\pi/3)=-1/2$. Put $\mathbf k=\mathbf K+\mathbf q$ and keep first order in $\mathbf q$:
\begin{align}
 f&\simeq 1+iq_yd-\left(1+\frac{\sqrt3}{2}q_xa\right)
 \left(1-\frac{i}{2}q_yd\right)\\
 &\simeq \frac{3i}{2}q_yd-\frac{\sqrt3}{2}q_xa
 =\frac{\sqrt3a}{2}(-q_x+iq_y).
\end{align}
The last equality uses $3d/2=\sqrt3a/2$. Thus $-tf=\hbar v(q_x-iq_y)$, where
\begin{equation}
 \hbar v=\frac{\sqrt3}{2}ta .
\end{equation}
At $-\mathbf K$ the sign of $q_x$ is reversed. With $\mathbf p=\hbar\mathbf q$, the two valley Hamiltonians are
\begin{equation}
 H_K=v(\sigma_xp_x+\sigma_yp_y),\qquad
 H_{K'}=v(-\sigma_xp_x+\sigma_yp_y).
\end{equation}

Let $\psi=(\psi_A,\psi_B)^T$ and $\psi'=(\psi'_A,\psi'_B)^T$ be the envelopes at $K$ and $K'=-K$. Rotate the second by $W=-i\sigma_y$:
\begin{equation}
 \chi=W\psi'=(-\psi'_B,\psi'_A)^T .
\end{equation}
Since $W\sigma_xW^\dagger=-\sigma_x$ and $W\sigma_yW^\dagger=\sigma_y$, both valleys now have the same Hamiltonian. For $\Psi=(\psi,\chi)^T=(\psi_A,\psi_B,-\psi'_B,\psi'_A)^T$,
\begin{equation}
 H=v\,\tau_0\otimes(\sigma_xp_x+\sigma_yp_y).
\end{equation}
The matrices $\tau_i$ act on the valley index and $\sigma_i$ on the sublattice index. Any constant unitary matrix acting on the valley index alone commutes with $H$.

\subsection{Time reversal}

The lattice Hamiltonian is real, so complex conjugation of a lattice wave function gives another solution. The full amplitude on sublattice $A$ is $e^{i\mathbf K\cdot\mathbf r}\psi_A+e^{-i\mathbf K\cdot\mathbf r}\psi'_A$, and similarly on $B$. Conjugation therefore sends $\psi\to\psi'^*$ and $\psi'\to\psi^*$. Since $W$ is real, $\psi'^*=W^\dagger\chi^*=i\sigma_y\chi^*$, and the new lower component is $W\psi^*=-i\sigma_y\psi^*$. Hence
\begin{equation}
 \mathcal T\Psi=
 \begin{pmatrix}0&i\sigma_y\\-i\sigma_y&0\end{pmatrix}\Psi^*
 =\Theta\Psi^*,\qquad
 \Theta=-\tau_y\otimes\sigma_y .
\end{equation}
The sign follows from $(i\tau_y)\otimes(i\sigma_y)=-\tau_y\otimes\sigma_y$. Because $\tau_y\tau_y^*=\sigma_y\sigma_y^*=-1$, we have $\mathcal T^2=+1$. The identity $\sigma_y\sigma_i^*\sigma_y=-\sigma_i$, and its valley counterpart, give
\begin{equation}
 \mathcal T\tau_i\mathcal T^{-1}=-\tau_i,\qquad
 \mathcal T\sigma_i\mathcal T^{-1}=-\sigma_i
 \qquad(i=x,y,z). \label{eq:odd}
\end{equation}
Momentum is also reversed, so $H$ is invariant.

\subsection{The condition for a self-adjoint Hamiltonian}

Let the sample occupy $y>0$. The unit normal into the sample is $\mathbf N=\hat{\mathbf y}$, and the normal current operator is $vJ$ with $J=\tau_0\otimes\sigma_y$. At fixed edge momentum $\hbar k$,
\begin{equation}
 H_k=\hbar v\,\tau_0\otimes(k\sigma_x-i\sigma_y\partial_y).
\end{equation}
For square-integrable $\Phi,\Psi$ with square-integrable derivatives, integration by parts gives
\begin{align}
 \langle\Phi,H_k\Psi\rangle-\langle H_k\Phi,\Psi\rangle
 &=-i\hbar v\int_0^\infty\partial_y(\Phi^\dagger J\Psi)\,dy\\
 &=i\hbar v\,\Phi^\dagger(0)J\Psi(0).
\end{align}

A linear boundary condition says that $\Psi(0)$ lies in a subspace $V$ of $\mathbb C^4$. This covers every self-adjoint choice at fixed $k$: each such domain contains all functions vanishing at the edge, so it is determined by its set of edge values. The adjoint operator acts on those $\Phi$ for which $\Phi(0)$ is orthogonal to $JV$. Self-adjointness is therefore equivalent to
\begin{equation}
 V=(JV)^\perp . \label{eq:lagrangian}
\end{equation}
Since $J$ is invertible, $\dim V=4-\dim V$, so $\dim V=2$. Restricting $\Psi(0)$ to a proper subspace of such a $V$ would also make the boundary term vanish, but the adjoint would then have a larger domain, and $H_k$ would not be self-adjoint.

The space $V$ could still depend on $k$, which would make the condition nonlocal along the edge or introduce tangential derivatives. Locality, as used here, means one $V$ for all $k$.

\subsection{From a subspace to a matrix}

Let $P$ project orthogonally onto $V$, and define the reflection
\begin{equation}
 M=2P-1.
\end{equation}
Then $M=M^\dagger$, $M^2=1$, and $\Psi(0)\in V$ is the same statement as $\Psi=M\Psi$ at the edge. Equation~\eqref{eq:lagrangian} says $JV=V^\perp$. Since $J^2=1$, conjugation by $J$ exchanges the projectors: $JPJ=1-P$. Therefore
\begin{equation}
 JMJ=2(1-P)-1=-M,\qquad\text{or}\qquad \{M,J\}=0.
\end{equation}

Conversely, let $M$ be Hermitian, unitary and anticommuting with $J$. For $\phi,\psi$ in its $+1$ eigenspace,
\begin{equation}
 \langle\phi|J|\psi\rangle=\langle\phi|MJM|\psi\rangle
 =-\langle\phi|J|\psi\rangle=0.
\end{equation}
Also $\operatorname{tr}M=\operatorname{tr}(JMJ)=-\operatorname{tr}M$, so the trace is zero and the eigenspace has dimension two. Both requirements are met.

Other, non-Hermitian matrices can have the same $+1$ eigenspace. The reflection is the unique Hermitian unitary representative, which makes it a convenient object to store and compare.

\subsection{The four-parameter family}

The eigenvectors of $\sigma_y$ are $e_\pm=(1,\pm i)^T/\sqrt2$. Write $\Psi(0)=c_+\otimes e_++c_-\otimes e_-$, where $c_\pm$ are valley vectors. Because $M$ anticommutes with $J$, it exchanges the two eigenspaces:
\begin{equation}
 M=\begin{pmatrix}0&U^\dagger\\U&0\end{pmatrix},
 \qquad U^\dagger U=1,\qquad c_-=Uc_+ .
\end{equation}
The $c_+$ wave leaves the edge, so the reflection matrix in this basis is $U^\dagger$.

Every unitary $U$ can be diagonalized by a unitary valley rotation. Its projectors are
\begin{equation}
 P_\pm=\tfrac12(1\pm\boldsymbol\nu\cdot\boldsymbol\tau),
 \qquad |\boldsymbol\nu|=1,
\end{equation}
so $U=u_1P_++u_2P_-$ with $|u_j|=1$. To translate the phases into sublattice matrices, take $\mathbf n_j=(\cos\theta_j,0,\sin\theta_j)$, which is normal to $\mathbf N$. Direct multiplication gives $\langle e_-|\sigma_x|e_+\rangle=i$ and $\langle e_-|\sigma_z|e_+\rangle=1$, hence
\begin{equation}
 \langle e_-|\mathbf n_j\cdot\boldsymbol\sigma|e_+\rangle
 =i\cos\theta_j+\sin\theta_j=ie^{-i\theta_j}.
\end{equation}
Choosing $u_j=ie^{-i\theta_j}$ yields the general solution
\begin{equation}
 M=P_+\otimes\mathbf n_1\cdot\boldsymbol\sigma
 +P_-\otimes\mathbf n_2\cdot\boldsymbol\sigma .
 \label{eq:general}
\end{equation}
Two angles specify $\boldsymbol\nu$, and $\theta_1,\theta_2$ are the other two parameters. Exchanging $\theta_1$ and $\theta_2$ while reversing $\boldsymbol\nu$ leaves $M$ unchanged. If $\theta_1=\theta_2$, the valley axis drops out.

Randomly generated two-dimensional current-free subspaces were converted to $M$ and rebuilt from \eqref{eq:general}. The largest Frobenius-norm difference was $2.0\times10^{-15}$, which is rounding error.

\subsection{The family allowed by time reversal}

Time reversal maps $V$ to $\mathcal TV$, whose reflection is $\mathcal TM\mathcal T^{-1}=\Theta M^*\Theta^\dagger$. By \eqref{eq:odd} it exchanges $P_+$ and $P_-$ and reverses $\mathbf n_j\cdot\boldsymbol\sigma$. Therefore
\begin{align}
 M-\mathcal TM\mathcal T^{-1}
 &=P_+\otimes(\mathbf n_1+\mathbf n_2)\cdot\boldsymbol\sigma
 +P_-\otimes(\mathbf n_1+\mathbf n_2)\cdot\boldsymbol\sigma\\
 &=\tau_0\otimes(\mathbf n_1+\mathbf n_2)\cdot\boldsymbol\sigma .
\end{align}
The condition is invariant if and only if $\mathbf n_2=-\mathbf n_1$. Since $P_+-P_-=\boldsymbol\nu\cdot\boldsymbol\tau$, the surviving family is
\begin{equation}
 M=(\boldsymbol\nu\cdot\boldsymbol\tau)\otimes
 (\mathbf n\cdot\boldsymbol\sigma),
 \qquad |\boldsymbol\nu|=|\mathbf n|=1,\quad
 \mathbf n\cdot\mathbf N=0. \label{eq:TR}
\end{equation}
It has two parameters in $\boldsymbol\nu$ and one in $\mathbf n$. The pairs $(\boldsymbol\nu,\mathbf n)$ and $(-\boldsymbol\nu,-\mathbf n)$ describe the same edge.

The square of $\mathbf m\cdot\boldsymbol\sigma$ is $|\mathbf m|^2$, so the Frobenius norm of the violation is $2|\mathbf n_1+\mathbf n_2|$. Moreover $|\mathbf n_1+\mathbf n_2|=|e^{-i\theta_1}+e^{-i\theta_2}|=|\operatorname{tr}U|$. Time-reversal symmetry is thus equivalent to $\operatorname{tr}U=0$, and $2|\operatorname{tr}U|$ measures its violation. Linearizing the constraints about a symmetric $M$ gives a tangent space of dimension 4 without time reversal and 3 with it, in agreement with the opening count.

\subsection{A direct construction for numerical use}

Suppose an edge calculation supplies two independent equations $C\Psi=0$, where $C$ is a $2\times4$ matrix. The projector onto the forbidden space is $C^\dagger(CC^\dagger)^{-1}C$, so
\begin{equation}
 M=1-2C^\dagger(CC^\dagger)^{-1}C.
\end{equation}
The edge conserves current if $CJC^\dagger=0$: the forbidden space is then current-free, $J$ maps it onto its complement $V$, and \eqref{eq:lagrangian} follows. Time reversal requires $\Theta M^*\Theta^\dagger=M$. If both conditions hold, the real coefficients
\begin{equation}
 \Lambda_{ij}=\tfrac14\operatorname{tr}[(\tau_i\otimes\sigma_j)M]
 =\nu_in_j
\end{equation}
form a matrix of rank one. Its single nonzero singular value is 1, and the corresponding singular vectors are $\boldsymbol\nu$ and $\mathbf n$, up to their common sign.

\section{Lattice edges, spectra and a worked example}

\subsection{Symbols and results carried forward}

The spinor is $\Psi=(\psi,\chi)^T$, with $\psi=(\psi_A,\psi_B)^T$ at valley $K$ and $\chi=(-\psi'_B,\psi'_A)^T$ at $K'=-K$. The Hamiltonian is $H=v\tau_0\otimes\boldsymbol\sigma\cdot\mathbf p$, with $\hbar v=\sqrt3ta/2$ and $K=4\pi/(3a)$. At the edge $\Psi=M\Psi$, where
\begin{equation}
 M=P_+\otimes\mathbf n_1\cdot\boldsymbol\sigma
 +P_-\otimes\mathbf n_2\cdot\boldsymbol\sigma,\qquad
 P_\pm=\tfrac12(1\pm\boldsymbol\nu\cdot\boldsymbol\tau).
\end{equation}
The unit vectors $\mathbf n_j$ are perpendicular to the edge normal. Time reversal imposes $\mathbf n_2=-\mathbf n_1$, so $M=(\boldsymbol\nu\cdot\boldsymbol\tau)\otimes(\mathbf n\cdot\boldsymbol\sigma)$. For a sample at $y>0$, we write $\mathbf n_j=(\cos\theta_j,0,\sin\theta_j)$.

This part has shown that the local, energy-independent boundary conditions at a straight, impenetrable edge form a four-parameter family of matrices $M$, of which time reversal leaves three parameters. What remains is to find $M$ for zigzag and armchair edges, derive the edge-state and ribbon spectra, and compare them with lattice calculations.
